# Trough stress on a sinusoidal surface under tension

## Problem

A strained crystalline film has developed a ripple on its surface. Its profile is

$$
y=h(x)=-A\cos kx,\qquad k=\frac{2\pi}{\lambda},
$$

with the solid below and a trough at $x=0$. The amplitude $A$ is measured from the mean plane, so the peak-to-valley height is $2A$. The film is bonded to a thick substrate and, when flat, carries a uniform tension $\sigma_0$ along $x$. Tension is counted positive.

Take $\lambda=100$ nm, $A=5$ nm, a mean film thickness $d=10$ nm and $\sigma_0=3$ GPa. Find the stress along the surface at the bottom of the trough to first order in the amplitude, and judge how good that order is.

Film and substrate are taken as isotropic and linearly elastic with equal moduli. The ridges are long in $z$, and the ripple causes no additional strain in that direction (plane strain). The surface is free of traction.

## A tempting solution

The film is 10 nm thick on average but only $10-5=5$ nm thick at the trough. If every vertical section of the film carries the same force, and the stress is uniform over the section, then

$$
\sigma_{\rm trough}(d-A)=\sigma_0 d,
$$

$$
\sigma_{\rm trough}=\frac{\sigma_0}{1-A/d}=\frac{3\ \text{GPa}}{1-0.5}=6\ \text{GPa}.
$$

The tension appears to double.

## Where it fails

One limit already shows a fault. For a very thick film, $A/d\to0$ and the formula predicts no stress concentration, however sharp the ripple. The wavelength does not appear in it at all.

The first faulty assumption is the constant force. Let $N(x)=\int_{-d}^{h}\sigma_{xx}\,dy$ be the force in the film per unit length in $z$. Differentiation, including the moving upper limit, gives

$$
\frac{dN}{dx}=h'\sigma_{xx}(x,h)+\int_{-d}^{h}\frac{\partial\sigma_{xx}}{\partial x}\,dy .
$$

Equilibrium requires $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=0$, so the integral equals $-\sigma_{xy}(x,h)+\sigma_{xy}(x,-d)$. The outward normal of the surface is proportional to $(-h',1)$, and zero traction along $x$ means $-h'\sigma_{xx}+\sigma_{xy}=0$ there. The two surface terms cancel, leaving

$$
\frac{dN}{dx}=\sigma_{xy}(x,-d).
$$

The bonded interface can carry shear, and this shear moves force between film and substrate. The second faulty assumption is uniform stress over the thickness: nothing in the equations of elasticity requires it. The stress field itself has to be found.

## The correct solution

### Boundary conditions

First let the uniform tension $\sigma_0$ fill the whole half-space; the film is treated afterwards. In plane problems without body forces, equilibrium is satisfied by an Airy function $\phi$ with

$$
\sigma_{xx}=\phi_{yy},\qquad \sigma_{yy}=\phi_{xx},\qquad \sigma_{xy}=-\phi_{xy},
$$

where subscripts on $\phi$ are derivatives. For an isotropic solid, compatibility of the strains requires $\nabla^4\phi=0$. No physical constants enter, so the algebra reads the same in atomic units.

The two components of the surface traction, up to a common positive factor, are

$$
-h'\sigma_{xx}+\sigma_{xy}=-(h'\phi_{yy}+\phi_{xy})=-\frac{d}{dx}\phi_y(x,h(x)),
$$

$$
-h'\sigma_{xy}+\sigma_{yy}=h'\phi_{xy}+\phi_{xx}=\frac{d}{dx}\phi_x(x,h(x)).
$$

Both vanish, so $\phi_x$ and $\phi_y$ are constant along the surface. The problem is even in $x$, hence $\phi_x$ is odd and its constant is zero. The constant value of $\phi_y$ has no effect on the stress, because a term $cy$ in $\phi$ has no second derivatives.

### First order

The flat state is $\phi_0=\sigma_0y^2/2$. The correction must have the period of the ripple and decay with depth. Suitable functions are

$$
(a+by)e^{ky}\cos kx .
$$

The first part is harmonic. The Laplacian of $ye^{ky}\cos kx$ is $2ke^{ky}\cos kx$, which is harmonic too, so both parts are biharmonic.

At first order the correction may be evaluated at $y=0$, since moving it to $y=h$ changes it at second order. The condition $\phi_x=0$ gives $-ka\sin kx=0$, so $a=0$. In $\phi_y$, the flat state contributes $\sigma_0h=-\sigma_0A\cos kx$ and the correction contributes $b\cos kx$. Their sum can be constant only if $b=\sigma_0A$. Thus

$$
\phi_1=\sigma_0A\,y\,e^{ky}\cos kx,
$$

and two derivatives with respect to $y$ give

$$
\sigma_{xx}=\sigma_0\left[1+kA(2+ky)e^{ky}\cos kx\right].
$$

At the surface, to this order,

$$
\boxed{\sigma_{xx}=\sigma_0(1+2kA\cos kx)}
$$

The surface is horizontal at the trough, so $\sigma_{xx}$ is the stress along it, and

$$
\frac{\sigma_{\rm trough}}{\sigma_0}=1+2kA=1+\frac{4\pi A}{\lambda}.
$$

At the crest the sign of the correction is reversed: material there is partly relaxed.

### What replaces the constant film force

Across a section of the whole solid, the force must be the same at every $x$, because no shear acts at infinite depth. The first-order field obeys this. The excess stress carries the force

$$
\sigma_0A\cos kx\int_{-\infty}^{0}k(2+ky)e^{ky}\,dy
=\sigma_0A\cos kx\left[(1+ky)e^{ky}\right]_{-\infty}^{0}
=\sigma_0A\cos kx .
$$

The change of surface height contributes $\sigma_0h=-\sigma_0A\cos kx$, and the sum is zero. To this order, the force $\sigma_0A$ of the material missing at the trough is taken up by the solid beneath.

Dividing this force by the excess surface stress $2kA\sigma_0$ gives an effective depth $1/(2k)$, here $1/(2\times0.06283)\approx8$ nm. This length, set by the wavelength, takes the place of $d$ in the tempting estimate: for small $A/d$ that estimate reads $1+A/d$, while the elastic result is $1+A/(1/2k)$.

The shear at the interface follows from $\sigma_{xy}=-\phi_{xy}$:

$$
\sigma_{xy}(x,-d)=\sigma_0kA(1-kd)e^{-kd}\sin kx .
$$

It vanishes at first order for $kd=1$. Even then the excess stress varies with depth, so the second fault of the tempting solution remains.

### Why a film behaves like a half-space

Now confine the initial stress to the film. In the flat state, a horizontal interface carries no traction from $\sigma_{xx}$, so a stressed film on an unstressed substrate is in equilibrium. Cutting the ripple exposes tractions that depend on $\sigma_0$ and on the shape of the surface. The correction field has to cancel these tractions and decay below. With equal moduli it does not sense the interface, and it is the same field as before. The argument holds if the trough stays inside the film, as it does here with 5 nm to spare.

A finite-element calculation of the displacements, with the initial stress in the film alone, tests this at the amplitude of the example. It gives a trough factor of 1.5915, the same as with the initial stress everywhere. Why this is below the first-order value is shown below.

An initial tension along $z$, present in a biaxially strained film, exerts no traction on this surface because the normal has no $z$ component. It leaves the in-plane correction unchanged.

## Numbers at first order

The expansion parameter is

$$
\varepsilon=kA=0.06283\ \text{nm}^{-1}\times5\ \text{nm}=0.3142 ,
$$

which is also the largest slope of the surface. The trough factor is

$$
1+2\varepsilon=1+0.628=1.628,
$$

and the stress is $1.6283\times3\ \text{GPa}=4.885$ GPa, or 0.0305 eV/Å$^3$. The crest factor is $1-0.628=0.372$.

The definition of amplitude matters. If 0.05 wavelengths were the peak-to-valley height, $A$ would be half as large and the trough factor would be 1.314.

## How good is first order?

A slope of 0.31 is not very small, so the next terms are needed. Measure length in $1/k$ and stress in $\sigma_0$, and write $C=\cos x$, $S=\sin x$. The surface is $y=-\varepsilon C$ and $\phi_1=\varepsilon ye^yC$.

### Second order

Try $\phi_2=(a_2+b_2y)e^{2y}\cos2x$. On the surface, $\phi_{1,x}=-\varepsilon ye^yS$ contributes $\varepsilon^2CS=\tfrac12\varepsilon^2\sin2x$. The new term contributes $-2a_2\sin2x$. Their sum vanishes for $a_2=\varepsilon^2/4$.

For the other condition, $\phi_{1,y}=\varepsilon(1+y)e^yC$ and $(1+y)e^y=1+2y+\tfrac32y^2+\dots$. The second-order part is $-2\varepsilon^2C^2=-\varepsilon^2(1+\cos2x)$. The constant is allowed; the rest must cancel $(2a_2+b_2)\cos2x$. Hence $2a_2+b_2=\varepsilon^2$ and $b_2=\varepsilon^2/2$.

For the stress, $\phi_{1,yy}=\varepsilon(2+y)e^yC$ with $(2+y)e^y=2+3y+2y^2+\dots$. Its second-order part is $-3\varepsilon^2C^2$. The new term adds $(4a_2+4b_2)\cos2x=3\varepsilon^2\cos2x$. At trough and crest, $C^2=\cos2x=1$, and the two contributions cancel. The quadratic correction is zero at both places.

### Third order

Now add

$$
\phi_3=(a_1+b_1y)e^y\cos x+(a_3+b_3y)e^{3y}\cos3x .
$$

In $\phi_x$, the third-order part from $\phi_1$ is $-\varepsilon^3C^2S$. From $\phi_{2,x}=-2(a_2+b_2y)e^{2y}\sin2x$, the part linear in $y$ is $-2(b_2+2a_2)y\sin2x=-2\varepsilon^2y\sin2x$, which becomes $4\varepsilon^3C^2S$ on the surface. With $C^2S=\tfrac14(\sin x+\sin3x)$, the sum is $\tfrac34\varepsilon^3(\sin x+\sin3x)$. It must cancel $-a_1\sin x-3a_3\sin3x$, so

$$
a_1=\tfrac34\varepsilon^3,\qquad a_3=\tfrac14\varepsilon^3 .
$$

In $\phi_y$, $\phi_1$ gives $\tfrac32\varepsilon^3C^3$. Since $\phi_{2,y}=\varepsilon^2(1+y)e^{2y}\cos2x$, whose part linear in $y$ is $3\varepsilon^2y\cos2x$, $\phi_2$ gives $-3\varepsilon^3C\cos2x$. Using $C^3=\tfrac14(3\cos x+\cos3x)$ and $C\cos2x=\tfrac12(\cos x+\cos3x)$, the sum is

$$
-\tfrac38\varepsilon^3\cos x-\tfrac98\varepsilon^3\cos3x .
$$

It must cancel $(a_1+b_1)\cos x+(3a_3+b_3)\cos3x$. Therefore $b_1=-\tfrac38\varepsilon^3$ and $b_3=\tfrac38\varepsilon^3$.

The third-order stress at the trough has three parts:

- $\phi_1$ gives $2\varepsilon^3C^3=2\varepsilon^3$.
- $\phi_{2,yy}=\varepsilon^2(3+2y)e^{2y}\cos2x$ has the linear part $8\varepsilon^2y\cos2x$, which gives $-8\varepsilon^3$.
- $\phi_3$ gives $(a_1+2b_1)+(9a_3+6b_3)=0+\tfrac92\varepsilon^3$.

The sum is $-\tfrac32\varepsilon^3$, so

$$
\frac{\sigma_{\rm trough}}{\sigma_0}=1+2\varepsilon-\tfrac32\varepsilon^3+O(\varepsilon^4).
$$

### Comparison with the full boundary problem

The cubic term is $-0.0465$ and lowers the factor from 1.628 to 1.582. A numerical solution of the isotropic boundary problem at the full amplitude gives 1.592, or 4.775 GPa (0.0298 eV/Å$^3$). First order is therefore 2.3 % too high relative to the full solution. The tempting 6 GPa is about 26 % too high relative to the same value.

At the crest the full factor is 0.420, against 0.372 at first order. The absolute error, 0.048, is somewhat larger than the 0.037 at the trough, and the relative error is much larger because the stress itself is small.

The finite-element calculation tests the full solution independently and gives 1.5915 at the trough and 0.4197 at the crest. Poisson ratios of 0.10 and 0.40 both give 1.5915 at the trough, in line with the absence of elastic constants from the boundary problem for $\phi$.

For steeper ripples the first-order formula fails visibly. It predicts compression at the crest once $kA>1/2$, that is $A/\lambda>1/(4\pi)$. Such a prediction should not be used without the higher terms.

## Corrections from the crystal and its surface

### Cubic anisotropy

For a ripple along a cube axis on a cube face, write the plane-strain law as $e_{xx}=s_{11}\sigma_{xx}+s_{12}\sigma_{yy}$, $e_{yy}=s_{12}\sigma_{xx}+s_{11}\sigma_{yy}$ and $\gamma_{xy}=s_{66}\sigma_{xy}$. Compatibility, $e_{xx,yy}+e_{yy,xx}=\gamma_{xy,xy}$, becomes

$$
\phi_{yyyy}+B\phi_{xxyy}+\phi_{xxxx}=0,\qquad B=\frac{2s_{12}+s_{66}}{s_{11}} .
$$

A solution $e^{pky}\cos kx$ requires $p^4-Bp^2+1=0$. The two roots that decay with depth satisfy $p_1p_2=1$ and $p_1^2+p_2^2=B$, hence $p_1+p_2=\sqrt{2+B}$. The combination $G(e^{p_1ky}-e^{p_2ky})\cos kx$ meets the condition on $\phi_x$. The condition on $\phi_y$ fixes $Gk(p_1-p_2)=\sigma_0A$. The excess surface stress at the trough is then

$$
Gk^2(p_1^2-p_2^2)=\sigma_0kA(p_1+p_2)=\sigma_0kA\sqrt{2+B}.
$$

An isotropic solid has $B=2$, which restores the coefficient 2. The coefficients $s_{ij}$ here are those of plane strain. They follow from inverting $\sigma_{xx}=c_{11}e_{xx}+c_{12}e_{yy}$, $\sigma_{yy}=c_{12}e_{xx}+c_{11}e_{yy}$ and $\sigma_{xy}=c_{44}\gamma_{xy}$, which gives

$$
B=\frac{c_{11}^2-c_{12}^2}{c_{11}c_{44}}-\frac{2c_{12}}{c_{11}} .
$$

Rough silicon-like moduli $c_{11}=165$, $c_{12}=65$ and $c_{44}=80$ GPa give $B=0.95$ and a coefficient of 1.72. The first-order trough factor becomes $1+1.719\times0.3142=1.540$. Finite elements at the full amplitude give 1.518. For these moduli and this direction, anisotropy matters more than the higher orders in slope.

### Surface stress

A surface stress $f$ on a curved surface exerts a normal traction $fh''$, which at the trough is an outward pull $fAk^2$. For a pull $p\cos kx$ on a flat surface, zero shear requires $b=-ka$ in $(a+by)e^{ky}\cos kx$, and $\sigma_{yy}=-k^2a\cos kx$ fixes $a=-p/k^2$. Then $\sigma_{xx}=(k^2a+2kb)\cos kx=p\cos kx$: the pull adds an equal tension along the surface. To first order in the amplitude, a rough $f=1$ N/m gives $1\times5\times0.06283^2=0.02$ GPa, under 1 % of the trough stress. At the slope of this example the first-order value is only an estimate of the size: the isotropic solution with the full curvature gives about 0.012 GPa at the trough.

## The model beside a real film

The parameters lie roughly in the regime of a tensile silicon layer on relaxed silicon-germanium. At the strain found below, the usual equilibrium estimate for the onset of misfit dislocations is a thickness of about 5 nm, so a coherent 10 nm film is at best metastable. A ripple whose amplitude is half the film thickness is far rougher than a layer intended to be flat. If the flat film has equal tension along $x$ and $z$, the rough moduli give a strain of 1.7 %. At the trough, the first-order excess stress divided by the plane-strain modulus $c_{11}-c_{12}^2/c_{11}=139$ GPa adds 1.2 % with the cubic coefficient for a ripple along a cube axis, for a total of about 2.8 %; the isotropic factor would give 3.0 %. Nonlinear elasticity may then matter; its effect on the factor has not been calculated. With a Poisson ratio of 0.25 in both materials, a substrate 10 % softer than the film raises the isotropic trough factor from 1.592 to 1.609; with unequal moduli the factor depends slightly on the Poisson ratio. Unequal thermal contraction changes $\sigma_0$ itself. A rough expansion mismatch of $1.5\times10^{-6}$ K$^{-1}$ over 600 K of cooling changes it by 0.16 GPa, about 5 %, if the whole thick substrate has that mismatch. Where the silicon-germanium is only a thin buffer on a silicon wafer, the wafer governs the contraction and the change is much smaller. Misfit dislocations spaced one wavelength apart in both in-plane directions, with a rough in-plane edge component of the Burgers vector of 0.2 nm, relieve on average 0.36 GPa, about 12 %. The edge component of a single array relieves only the strain across its lines. In (001) films of this kind the lines run along ⟨110⟩, not along a cube axis. The stiffness across them is $c_{11}'=(c_{11}+c_{12})/2+c_{44}=195$ GPa, and the plane-strain modulus $c_{11}'-c_{12}^2/c_{11}=169$ GPa gives an average relief of 0.34 GPa in the tension across them, about 11 %. Along a cube axis, at 45° to the lines, two equal crossed arrays contribute equally by symmetry, so the edge component of a single array relieves half of 0.36 GPa there, or 0.18 GPa, about 6 %. The usual 60° dislocations also have an in-plane screw component as large as the edge component. The cube-axis figures hold only if these screw parts cancel on average; a single array with one Burgers vector relieves about 0.28 GPa along one cube axis and 0.08 GPa along the other. A single array also leaves an in-plane shear stress of about 0.16 GPa in the cube axes, which the plane-strain problem does not contain. These averages do not describe the stress at a given point: with lines much farther apart than the film is thick, the relief varies strongly along the surface and cannot be represented by a changed $\sigma_0$ alone. A real film that relaxes by dislocations thus breaks the assumption of a coherent interface, and the local field of each dislocation, calculated so that the rippled surface stays free of traction, has to be added to the ripple field.

## Values computed for the example and the checks

```
Wavelength: 100 nm
Amplitude from mean plane: 5 nm
Mean film thickness: 10 nm
Remote stress: 3.0 GPa = 0.01872 eV/A^3
Amplitude/wavelength: 0.050
Wavenumber k: 0.06283 1/nm
eps = k A: 0.31416
First-order trough factor: 1.6283
First-order crest factor: 0.3717
Factor if 0.05 were peak-to-valley: 1.3142
Cubic term -(3/2) eps^3: -0.0465
Third-order trough factor: 1.5818
Full isotropic trough factor: 1.5916
Full isotropic crest factor: 0.4196
First order minus full, trough: 2.31 % of full
Finite elements, trough factor: 1.5915
Finite elements, crest factor: 0.4197
Finite elements, Poisson ratio 0.10: 1.5915
Finite elements, Poisson ratio 0.40: 1.5915
Finite elements, stress in film only: 1.5915
Small-amplitude test at eps: 0.03
Numerical linear coefficient: 1.9987
Numerical quadratic coefficient: 0.0006
Numerical cubic coefficient: -1.4987
First-order trough stress: 4.885 GPa = 0.03049 eV/A^3
Full isotropic trough stress: 4.775 GPa = 0.02980 eV/A^3
Rough cubic moduli c11, c12, c44: 165, 65, 80 GPa
Anisotropy ratio B (isotropic 2): 0.9545
Cubic first-order coefficient: 1.7189
Same coefficient, finite elements: 1.7187
Cubic first-order trough factor: 1.5400
Cubic full trough factor, finite elements: 1.5176
Trough factor, substrate 10 % softer: 1.6094
Rough surface stress: 1.0 N/m
Its addition at the trough: 0.0197 GPa
Plane-strain modulus: 139.4 GPa
Biaxial modulus: 178.8 GPa
Flat-film strain, equal biaxial stress: 1.68 %
First-order strain at trough: 3.03 %
Rough expansion difference: 1.5e-06 1/K
Rough cooling interval: 600 K
Thermal change of remote stress: 0.161 GPa
Rough in-plane Burgers component: 0.2 nm
Relief, one dislocation per wavelength: 0.358 GPa
```
